# Kinetic roughening length of island facets and its first correction: test program

```python
# Result under test: an island edge of L sites grows row by row only up to
#   L_c = (5 D / (c k))**(1/4),
# because M = c k L**4 / (5 D) nuclei form on top of a row before it is full.
# k: arrival rate per edge site; D: edge diffusivity (sites^2/s), equal to
# the hop rate in each direction; c: constant of the nucleation rate
# c k^2 l^4 / D on a row of length l, with two open ends or with one end
# closed by a corner. Adatom pairs and kink attachments are permanent.
# v: rate of stepping down from an end site of a row (v = D: no barrier).
import math
import random
import numpy as np
from scipy import constants
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve


def side_measure(distance, along):
    """Probability that a walker in the unit square exits by a given side."""
    total = np.zeros_like(distance)
    for m in range(1, 400, 2):
        q = m * math.pi
        decay = np.exp(-q * distance) - np.exp(-q * (2 - distance))
        total += 4 / q * np.sin(q * along) * decay / (1 - math.exp(-2 * q))
    return total


def meet_open(x, y):
    """Meeting probability for x < y, both ends of the unit row open."""
    return 2 * (side_measure(1 - x, y) + side_measure(y, x))


def meet_closed(x, y):
    """Meeting probability for x < y, end 0 closed and end 1 open."""
    return 1 - meet_open((y - x) / 2, 1 - (x + y) / 2)


def continuum_constants(order=80):
    z, w = np.polynomial.legendre.leggauss(order)
    z, w = (z + 1) / 2, w / 2
    y, s = np.meshgrid(z, z, indexing="ij")
    x = y * s
    weight = np.outer(w, w) * y
    dens_open = (x * (1 - x) + y * (1 - y)) / 2
    dens_closed = (2 - x**2 - y**2) / 2
    return (float(np.sum(weight * dens_open * meet_open(x, y))),
            float(np.sum(weight * dens_closed * meet_closed(x, y))))


def lattice_rate(length, exit_left, exit_right):
    """Nucleation rate in units k^2/D from the lattice master equations.
    Exit rates are in units of D; zero means a closed end."""
    out = np.full(length, 2.0)
    out[0], out[-1] = 1 + exit_left, 1 + exit_right
    single = np.diag(out) - np.eye(length, k=1) - np.eye(length, k=-1)
    density = np.linalg.solve(single, np.ones(length))
    meet = np.ones((length, length))
    pairs = [(i, j) for i in range(length) for j in range(i + 2, length)]
    if pairs:
        index = {pair: q for q, pair in enumerate(pairs)}
        rows, cols, vals = [], [], []
        rhs = np.zeros(len(pairs))
        for q, (i, j) in enumerate(pairs):
            rows.append(q)
            cols.append(q)
            vals.append(out[i] + out[j])
            for a, b in ((i - 1, j), (i + 1, j), (i, j - 1), (i, j + 1)):
                if a < 0 or b >= length:
                    continue
                if b - a == 1:
                    rhs[q] += 1.0
                else:
                    rows.append(q)
                    cols.append(index[(a, b)])
                    vals.append(-1.0)
        size = len(pairs)
        matrix = coo_matrix((vals, (rows, cols)), shape=(size, size)).tocsc()
        solution = np.atleast_1d(spsolve(matrix, rhs))
        for (i, j), value in zip(pairs, solution):
            meet[i, j] = meet[j, i] = value
    return float(density @ meet.sum(axis=1))


def grow_edge(L, ratio, rows, skip, seed):
    """Kinetic Monte Carlo of a whole edge with closed corners, ratio = D/k.
    Returns the fraction of rows overgrown before completion and the
    time-averaged variance of the edge height."""
    rnd = random.Random(seed).random
    low = -10**9
    h = [low] + [0] * L + [low]
    mobile = [False] * (L + 2)
    atoms = []
    filled = [L] + [0] * (rows + 500)
    overgrown = set()
    full = 0
    s1 = s2 = 0
    var_sum, samples = 0.0, 0
    while full < rows:
        n = len(atoms)
        if n == 0 or rnd() * (L + 2 * ratio * n) < L:
            i = 1 + int(rnd() * L)
            while mobile[i]:
                i = 1 + int(rnd() * L)
            atoms.append(i)
            mobile[i] = True
            if full >= skip:
                var_sum += s2 / L - (s1 / L)**2
                samples += 1
        else:
            q = int(rnd() * n) if n > 1 else 0
            old = atoms[q]
            i = old + 1 if rnd() < 0.5 else old - 1
            if i == 0 or i > L:
                continue
            mobile[old] = False
            mobile[i] = True
            atoms[q] = i
        level = h[i]
        if h[i - 1] <= level and h[i + 1] <= level:
            if not (mobile[i - 1] or mobile[i + 1]):
                continue
            if filled[level] < L:
                overgrown.add(level)
        stack = [i]
        while stack:
            c = stack.pop()
            if not mobile[c]:
                continue
            mobile[c] = False
            atoms.remove(c)
            s1 += 1
            s2 += 2 * h[c] + 1
            h[c] += 1
            filled[h[c]] += 1
            for d in (c - 1, c + 1):
                if mobile[d] and h[d] < h[c]:
                    stack.append(d)
        while filled[full + 1] == L:
            full += 1
    hits = sum(1 for r in range(skip + 1, rows + 1) if r in overgrown)
    return hits / (rows - skip), var_sum / samples


# Constants of the nucleation rate: quadrature against lattice equations
c_open, c_closed = continuum_constants()
print(f"c, two open ends (quadrature): {c_open:.5f}")
print(f"c, one end closed (quadrature): {c_closed:.5f}")
for name, left, c in (("two open ends", 1.0, c_open),
                      ("one end closed", 0.0, c_closed)):
    r60 = lattice_rate(60, left, 1.0)
    r120 = lattice_rate(120, left, 1.0)
    extrapolated = 2 * r120 / 120**4 - r60 / 60**4
    slope = math.log2(r120 / r60)
    print(f"c, {name} (lattice, extrapolated): {extrapolated:.5f}")
    print(f"power of row length, {name}, 60 to 120 sites: {slope:.3f}")
    assert abs(extrapolated / c - 1) < 0.01  # remaining lattice error
    assert abs(slope - 4) < 0.15  # first-order lattice correction

# Slow descent at row ends: residence time controls nucleation
slow = 1e-5
for name, left, ends in (("two open ends", slow, 2),
                         ("one end closed", 0.0, 1)):
    quotient = lattice_rate(20, left, slow) / (20**3 / (ends * slow))
    print(f"slow descent, lattice rate / formula, {name}: {quotient:.4f}")
    assert abs(quotient - 1) < 0.01

# Whole-edge simulation at equal k L^4 / D
measured = []
for L, ratio, rows, seed in ((16, 4096, 1500, 11), (32, 65536, 400, 12)):
    fraction, variance = grow_edge(L, ratio, rows, 5, seed)
    bounds = []
    for left in (1.0, 0.0):
        mean = sum(lattice_rate(l, left, 1.0) for l in range(2, L))
        bounds.append(1 - math.exp(-mean / (ratio * L)))
    print(f"simulation L={L} sites, D/k={ratio}: kL^4/D={L**4 / ratio:.1f}")
    print(f"  overgrown fraction: {fraction:.3f}")
    print(f"  predicted bracket: {bounds[0]:.3f} to {bounds[1]:.3f}")
    assert bounds[0] < fraction < bounds[1]
    measured.append(-math.log(1 - fraction))
collapse = measured[1] / measured[0]
print(f"ratio of mean overgrowth numbers, L=32 to L=16: {collapse:.2f}")
# A third- or fifth-power law for M would give about 1/2 or 2 here.
assert 2**-0.6 < collapse < 2**0.6

# Flat to rough at fixed D/k
flat, var_flat = grow_edge(8, 4096, 1000, 5, 13)
rough, var_rough = grow_edge(128, 4096, 240, 40, 14)
print(f"D/k=4096, L=8 sites: overgrown fraction {flat:.3f}")
print(f"  height variance {var_flat:.3f} rows^2")
print(f"D/k=4096, L=128 sites: overgrown fraction {rough:.3f}")
print(f"  height variance {var_rough:.3f} rows^2")
assert flat < 0.1 and rough > 0.8
assert var_flat < 0.25 < var_rough  # two levels allow at most 1/4

# Worked example with round model parameters
barrier, attempt, flux, area, spacing = 0.40, 1e13, 0.1, 100, 0.25
extra = 0.20
k = flux * area
kB = constants.k / constants.e
print(f"edge barrier: {barrier:.2f} eV; attempt rate: {attempt:.0e} 1/s")
print(f"deposition: {flux} monolayer/s; sites per edge site: {area}")
print(f"arrival rate k: {k:.1f} 1/s per edge site; spacing: {spacing} nm")
for T in (300, 350):
    D = attempt * math.exp(-barrier / (kB * T))
    scale = (D / k)**0.25
    short = (5 * D / (c_closed * k))**0.25
    long = (5 * D / (c_open * k))**0.25
    print(f"T={T} K: D={D:.3e} sites^2/s, D/k={D / k:.3e} sites^2")
    print(f"  (D/k)^(1/4): {scale:.1f}")
    print(f"  L_c: {short:.1f} to {long:.1f} sites")
    print(f"  L_c: {short * spacing:.1f} to {long * spacing:.1f} nm")
    if T == 300:
        n_closed = k * short**3 / (3 * D)
        n_open = k * long**3 / (12 * D)
        print(f"  adatoms on top at L_c, one end closed: {n_closed:.3f}")
        print(f"  adatoms on top at L_c, two open ends: {n_open:.3f}")
        print(f"  largest drift ratio k L_c^2/D: {k * long**2 / D:.4f}")
        v = D * math.exp(-extra / (kB * T))
        print(f"  extra descent barrier {extra:.2f} eV: v={v:.1f} 1/s")
        print(f"  barrier length D/v: {D / v:.0f} sites")
        print(f"  slow-descent L_c: {(4 * v / k)**(1 / 3):.1f} to "
              f"{(8 * v / k)**(1 / 3):.1f} sites")
        assert n_closed < 0.3 and n_open < 0.3
print(f"prefactors of (D/k)^(1/4): {(5 / c_closed)**0.25:.3f} and "
      f"{(5 / c_open)**0.25:.3f}")
print(f"growth of L_c for tenfold D/k: {10**0.25:.3f}")
print("all assertions hold")
```

Output:

```
c, two open ends (quadrature): 0.03913
c, one end closed (quadrature): 0.21642
c, two open ends (lattice, extrapolated): 0.03906
power of row length, two open ends, 60 to 120 sites: 3.925
c, one end closed (lattice, extrapolated): 0.21633
power of row length, one end closed, 60 to 120 sites: 3.964
slow descent, lattice rate / formula, two open ends: 1.0000
slow descent, lattice rate / formula, one end closed: 1.0000
simulation L=16 sites, D/k=4096: kL^4/D=16.0
  overgrown fraction: 0.369
  predicted bracket: 0.157 to 0.525
simulation L=32 sites, D/k=65536: kL^4/D=16.0
  overgrown fraction: 0.344
  predicted bracket: 0.137 to 0.513
ratio of mean overgrowth numbers, L=32 to L=16: 0.92
D/k=4096, L=8 sites: overgrown fraction 0.043
  height variance 0.161 rows^2
D/k=4096, L=128 sites: overgrown fraction 1.000
  height variance 1.206 rows^2
edge barrier: 0.40 eV; attempt rate: 1e+13 1/s
deposition: 0.1 monolayer/s; sites per edge site: 100
arrival rate k: 10.0 1/s per edge site; spacing: 0.25 nm
T=300 K: D=1.907e+06 sites^2/s, D/k=1.907e+05 sites^2
  (D/k)^(1/4): 20.9
  L_c: 45.8 to 70.3 sites
  L_c: 11.5 to 17.6 nm
  adatoms on top at L_c, one end closed: 0.168
  adatoms on top at L_c, two open ends: 0.152
  largest drift ratio k L_c^2/D: 0.0259
  extra descent barrier 0.20 eV: v=832.6 1/s
  barrier length D/v: 2290 sites
  slow-descent L_c: 6.9 to 8.7 sites
T=350 K: D=1.739e+07 sites^2/s, D/k=1.739e+06 sites^2
  (D/k)^(1/4): 36.3
  L_c: 79.6 to 122.1 sites
  L_c: 19.9 to 30.5 nm
prefactors of (D/k)^(1/4): 2.192 and 3.362
growth of L_c for tenfold D/k: 1.778
all assertions hold
```
